# The Spin Factor in the Thermal Occupation of a Donor

## Problem

A donor in a semiconductor film has two charge states. The empty donor, of charge \(+1\), has a single quantum state. The occupied, neutral donor holds one electron, whose spin may point up or down; the two spin states have the same energy. Any further orbital states of the occupied donor are assumed to lie many \(kT\) higher and are left out. The donor exchanges energy and electrons with a large reservoir, the rest of the film, at temperature \(T\) and chemical potential \(\mu\).

Let \(E_D\) be the energy of the occupied donor in one given spin state minus the energy of the empty donor. Both \(E_D\) and \(\mu\) are measured from the conduction-band edge. Define

\[
x=\frac{E_D-\mu}{kT}.
\]

A second electron on the donor would cost an extra repulsion energy \(U\), so that the doubly occupied donor has energy \(2E_D+U\) relative to the empty one. Until part (d), take \(U\) so large that this state can be left out.

**(a)** By counting the states of the reservoir, find the relative probability of each microstate of the donor.

**(b)** Show that the probability \(f\) of finding the donor occupied, with either spin, has the form \(f=1/(1+g\,e^{x})\), and determine the number \(g\).

**(c)** Find \(f\) at \(\mu=E_D\), the value of \(\mu\) at which \(f=1/2\), and the limits of \(f\) and \(1-f\) far from that point. Interpret the result as a free energy.

**(d)** Restore a finite \(U\). Find the mean electron number, examine \(U=0\), and state when the result of (b) fails.

**(e)** A magnetic field splits the two spin levels by \(\Delta\). How does \(g\) change if the energy is measured from the lower level?

**(f)** Evaluate the occupation for the model parameters \(E_D=-0.10\) eV, \(\mu=-0.15\) eV, \(U=0.50\) eV and \(T=300\) K.

**(g)** A finite cell has a fixed number of electrons instead of a fixed \(\mu\). Consider one donor and a band of \(S\) evenly spaced levels between 0 and \(W=0.20\) eV, placed at \((j-\tfrac12)W/S\) with \(j=1,\dots,S\), each level holding two spins, with \(N=S/5\) electrons in all and \(E_D=-0.02\) eV. Take as reference the result of (b) at the \(\mu\) for which the band alone, open to a reservoir, would hold \(N\) electrons on average. How far does the donor occupation lie from it, to leading order in \(1/S\)?

## Solution

### (a) The weight of one microstate

Donor and reservoir together are closed, with total energy \(E_{\rm tot}\) and total electron number \(N_{\rm tot}\). All microstates of the closed system that are compatible with these totals are equally probable. If the donor is in one definite state \(s\), with energy \(E_s\) and electron number \(N_s\), the reservoir can be in any of \(\Omega(E_{\rm tot}-E_s,\,N_{\rm tot}-N_s)\) states. Hence

\[
P_s\propto \Omega(E_{\rm tot}-E_s,\,N_{\rm tot}-N_s).
\]

The reservoir entropy is \(S_R=k\ln\Omega\), and at fixed volume its derivatives are

\[
\frac{\partial S_R}{\partial E}=\frac1T,\qquad
\frac{\partial S_R}{\partial N}=-\frac{\mu}{T}.
\]

The donor takes very little from a large reservoir, so a first-order expansion suffices:

\[
\ln\Omega(E_{\rm tot}-E_s,N_{\rm tot}-N_s)
=\text{const}-\frac{E_s}{kT}+\frac{\mu N_s}{kT}.
\]

The sign of the last term is positive because the reservoir loses \(N_s\) electrons and the derivative with respect to \(N\) is itself negative. Therefore

\[
P_s\propto \exp\!\left[-\frac{E_s-\mu N_s}{kT}\right].
\]

This is the weight of a single quantum state, not of a charge state. A charge state that comprises several quantum states collects the weight of each of them.

### (b) The occupation

Take the energy of the empty donor as zero. The three allowed states have these weights:

- empty, \(E_s=0\), \(N_s=0\): weight \(1\);
- spin up, \(E_s=E_D\), \(N_s=1\): weight \(e^{-x}\);
- spin down, \(E_s=E_D\), \(N_s=1\): weight \(e^{-x}\).

Their sum is \(Z=1+2e^{-x}\). Spin up and spin down exclude each other, so their probabilities add:

\[
f=\frac{e^{-x}+e^{-x}}{Z}=\frac{2e^{-x}}{1+2e^{-x}}.
\]

Now divide numerator and denominator by \(2e^{-x}\). The numerator becomes 1. In the denominator, the second term becomes 1 and the first becomes \(1/(2e^{-x})=\tfrac12e^{x}\). Thus

\[
\boxed{\,f=\frac{1}{1+\tfrac12\exp\!\left[(E_D-\mu)/kT\right]}\,},\qquad g=\frac12 .
\]

The factor is the number of empty states divided by the number of occupied states. The 2 enters as a multiplier of the occupied weight; it turns into one half because the formula is written with the occupied weight divided out, which leaves the ratio of empty to occupied. With \(g_0\) empty and \(g_1\) occupied states of equal energy within each group, the same steps start from \(Z=g_0+g_1e^{-x}\) and give \(g=g_0/g_1\).

The probability of one particular spin is half of \(f\):

\[
P_\uparrow=P_\downarrow=\frac{e^{-x}}{1+2e^{-x}}=\frac{1}{e^{x}+2}.
\]

This differs from the Fermi function \(1/(e^{x}+1)\) of an independent orbital. The additional 1 in the denominator expresses that an electron of the other spin blocks the site.

In an amorphous film \(E_D\) varies from site to site. The derivation concerns one donor, so it applies to each independent site with its own \(E_D\), and the mean occupation is the average of \(f\) over the distribution of \(E_D\).

### (c) Half occupation, limits and free energy

At \(\mu=E_D\) we have \(x=0\), and

\[
f=\frac{1}{1+\frac12}=\frac23 .
\]

All three states then have equal weight, and two of them are occupied. Half occupation requires \(\tfrac12e^{x}=1\), that is \(x=\ln2\), or

\[
\mu_{1/2}=E_D-kT\ln2 .
\]

The chemical potential must lie below \(E_D\) to make the two charge states equally likely, because the occupied one is favoured by its number of states.

Far from this point the spin factor has a simple effect. For \(x\gg1\) the exponential dominates the denominator, and

\[
f\approx 2e^{-x},
\]

twice the value obtained with \(g=1\). For \(x\ll-1\) the donor is nearly always occupied, and

\[
1-f=\frac{\frac12e^{x}}{1+\frac12e^{x}}\approx\tfrac12e^{x},
\]

so the small ionized fraction is half of the value obtained with \(g=1\).

To see the thermodynamic meaning, write the total weight of the occupied charge state as one exponential:

\[
2e^{-(E_D-\mu)/kT}=e^{-(E_D-kT\ln2-\mu)/kT}.
\]

The occupied donor thus has the free energy \(F_1=E_D-kT\ln2\) relative to the empty one. The term \(-kT\ln 2\) is \(-T\) times the spin entropy \(k\ln2\). In terms of this free energy,

\[
f=\frac{1}{1+\exp[(F_1-\mu)/kT]},
\]

with no visible one half. Both forms are correct, but they must not be mixed. A difference of total energies computed for one spin orientation gives \(E_D\), and the one half has to be supplied. A level defined as the chemical potential of half occupation is \(F_1\), and the factor is already inside it. If the vibrations of the lattice change with the charge state, their contribution to the free energy must be added as well; it is neglected here.

### (d) Finite repulsion

The fourth state has \(E_s=2E_D+U\) and \(N_s=2\). With \(a=e^{-x}\) and \(u=e^{-U/kT}\), its weight is

\[
\exp\!\left[-\frac{2E_D+U-2\mu}{kT}\right]=a^2u .
\]

The mean electron number is the sum of \(N_s\) times weight, divided by the sum of weights:

\[
\langle N\rangle=\frac{2a+2a^2u}{1+2a+a^2u}.
\]

**No repulsion.** For \(U=0\), \(u=1\), and both expressions factorize:

\[
\langle N\rangle=\frac{2a(1+a)}{(1+a)^2}=\frac{2a}{1+a}=\frac{2}{e^{x}+1}.
\]

This is the ordinary Fermi function for each of two independent spin orbitals. Spin degeneracy then appears as a factor 2 in front, and there is no one half in the denominator. The one half therefore needs two ingredients: two occupied spin states, and a repulsion that prevents both orbitals from being filled together.

**Strong repulsion.** The result of (b), read as the probability of single occupation, holds when the fourth weight is negligible,

\[
a^2u\ll 1+2a .
\]

If \(\mu\) is below \(E_D\), then \(a<1\), and \(U\gg kT\) is enough. If \(\mu\) is well above \(E_D\), then \(a\gg1\), and the condition becomes \(au\ll2\). Since \(au=\exp[(\mu-E_D-U)/kT]\), the chemical potential must stay several \(kT\) below \(E_D+U\).

Two related quantities need stricter conditions. The mean number obeys \(\langle N\rangle/f=(1+au)(1+2a)/(1+2a+a^2u)\), so it agrees with \(f\) in relative terms only if \(au\ll1\). For \(U=0\) and the other parameters of part (f), \(a^2u/(1+2a)\) is only 0.016, yet \(\langle N\rangle\) exceeds \(f\) by 13 %. The mean donor charge \(1-\langle N\rangle=(1-a^2u)/(1+2a+a^2u)\) agrees with the small ionized fraction \(1-f\) only if \(a^2u\ll1\), that is for \(\mu\) several \(kT\) below \(E_D+U/2\); at \(\mu=E_D+U/2\) it changes sign.

**Failure.** At \(\mu=E_D+U\) we have \(a=1/u\), so \(a^2u=a\) and

\[
\langle N\rangle=\frac{4a}{1+3a}\approx\frac43\qquad(U\gg kT),
\]

whereas the formula of (b) can never exceed 1. The singly and doubly occupied charge states are equally likely when \(2a=a^2u\), or \(au=2\), which gives \(\mu=E_D+U+kT\ln2\). Here the spin entropy shifts the balance point upward, because the degenerate charge state is now the one with fewer electrons.

### (e) Split spin levels

Let the lower level lie at \(E_{\rm low}\) and the upper one at \(E_{\rm low}+\Delta\). The occupied weights add up to

\[
e^{-(E_{\rm low}-\mu)/kT}+e^{-(E_{\rm low}+\Delta-\mu)/kT}
=e^{-(E_{\rm low}-\mu)/kT}\left(1+e^{-\Delta/kT}\right).
\]

The bracket takes the place of the 2 in part (b), so

\[
f=\frac{1}{1+g\,e^{(E_{\rm low}-\mu)/kT}},\qquad
g=\frac{1}{1+e^{-\Delta/kT}} .
\]

For \(\Delta=0\) this is \(1/2\). For \(\Delta=kT\) it is 0.731, and for \(\Delta=10\,kT\) it is 0.99995. The factor disappears when the upper spin state is thermally inaccessible. What counts is the number of occupied states within reach of \(kT\), not the mere existence of two spin directions.

For a free-electron magnetic moment, \(\Delta=kT\) requires about 0.7 T at 1 K but about 220 T at 300 K. In ordinary laboratory fields the splitting therefore matters only at low temperature.

The same counting applies to orbital states. Some real donors, such as phosphorus in silicon, have further bound states only about 10 meV above the lowest one. At 300 K these are also within reach, and \(g\), measured from the lowest level, is then well below one half. The value \(1/2\) holds when the spin pair is the only occupied level that is thermally accessible.

### (f) Numbers

Electronvolts are natural for donor levels. At 300 K, \(kT=0.025852\) eV, so

\[
x=\frac{-0.10-(-0.15)}{0.025852}=1.934,\qquad e^{x}=6.918,
\]

\[
f=\frac{1}{1+6.918/2}=\frac{1}{4.459}=0.224 .
\]

The donor is empty with probability 0.776 and holds an electron of each spin with probability 0.112. Setting \(g=1\) would give \(1/7.918=0.126\), which is 44 % below the correct occupation. With \(U=0\) the mean electron number would be \(2/7.918=0.253\), larger than \(f\) because double occupation is then allowed.

The neglect of the fourth state is well justified here: with \(U=0.50\) eV its probability is \(6.5\times10^{-11}\). These probabilities were also obtained by diagonalizing the four-state donor Hamiltonian, built from fermion operators, and forming its thermal density matrix. Its mean electron number agrees with the formula for \(f\) at all four chemical potentials tested:

- \(\mu=-0.20\) eV: \(f=0.040\);
- \(\mu=-0.15\) eV: \(f=0.224\);
- \(\mu=-0.10\) eV: \(f=0.667\);
- \(\mu=-0.05\) eV: \(f=0.933\).

The third entry is the value \(2/3\) at \(\mu=E_D\). Half occupation is found at \(\mu=-0.1179\) eV, below \(E_D\) by \(kT\ln2=0.0179\) eV. At \(\mu=E_D+U=0.40\) eV the same density matrix gives a mean number of 1.3333, the failure described in (d). This value illustrates the four-state model only: in a real film a level 0.40 eV above the conduction-band edge would not be bound, and the second electron could escape into the band.

### (g) A closed finite cell

Let \(Z_n\) be the canonical partition function of \(n\) electrons in the band. If the donor is empty, the band holds \(N\) electrons; if it is occupied, the band holds \(N-1\). Counting both spins of the donor electron, and again excluding double occupation, the odds are

\[
\frac{f_{\rm cell}}{1-f_{\rm cell}}
=\frac{2e^{-E_D/kT}Z_{N-1}}{Z_N}.
\]

With the band free energy \(F(n)=-kT\ln Z_n\), define \(\mu_{\rm cell}=F(N)-F(N-1)\). Then \(Z_{N-1}/Z_N=e^{\mu_{\rm cell}/kT}\), and

\[
f_{\rm cell}=\frac{1}{1+\frac12\exp[(E_D-\mu_{\rm cell})/kT]} .
\]

The one half is unaffected by the size of this cell. What changes is the chemical potential: a finite difference replaces the value \(\mu\) at which an open band would hold \(N\) electrons on average.

To find \(\mu_{\rm cell}-\mu\), consider the open band, with grand partition function \(\Xi\). The probability that it holds \(N\) electrons is \(e^{\mu N/kT}Z_N/\Xi\). For a large band this distribution is nearly Gaussian, with variance \(v=dN/d(\mu/kT)\), so at its mean it equals \(1/\sqrt{2\pi v}\). Taking the logarithm,

\[
\frac{F(N)}{kT}=\frac{\mu N}{kT}-\ln\Xi+\tfrac12\ln(2\pi v).
\]

Differentiate with respect to \(N\). Because \(d\ln\Xi/d(\mu/kT)=N\), the terms containing \(d\mu/dN\) cancel, and \(F'/kT=\mu/kT+v'/(2v)\), where a prime means \(d/dN\). The backward difference is \(F(N)-F(N-1)\approx F'-\tfrac12F''\), and to leading order \(F''/kT=d(\mu/kT)/dN=1/v\). Hence

\[
\frac{\mu_{\rm cell}-\mu}{kT}\approx\frac{v'-1}{2v}.
\]

The band has \(2S/W\) spin orbitals per unit energy. Let \(D=2S\,kT/W\). Treating the levels as continuous, and ignoring the upper edge, which is several \(kT\) above \(\mu\) and almost unoccupied, we find

\[
N=D\ln\!\left(1+e^{\mu/kT}\right),\qquad
v=D\,\frac{e^{\mu/kT}}{1+e^{\mu/kT}}=D\left(1-e^{-N/D}\right).
\]

The last step uses \(1+e^{\mu/kT}=e^{N/D}\). It follows that \(v'=e^{-N/D}\), so \(v'-1=-v/D\), and

\[
\frac{\mu_{\rm cell}-\mu}{kT}\approx-\frac{1}{2D}.
\]

Differentiating \(f\) gives \(df/d(\mu/kT)=f(1-f)\), and therefore

\[
f_{\rm cell}-f\approx-\frac{f(1-f)}{2D}=-\frac{f(1-f)\,W}{4S\,kT}.
\]

To leading order, the deviation is inversely proportional to the cell size at fixed electron density and temperature.

Its sign and size depend on the reference chosen for \(\mu\). If band and donor together are to hold \(N\) electrons on average, the open band holds only \(N-f\), and its chemical potential is lower by about \(kT\,f/v\). The deviation from (b) then becomes \(f(1-f)\,[f/v-1/(2D)]\). It is still proportional to \(1/S\), but for the present parameters it is positive and about twice as large. The numbers below use the first reference, the band alone.

For \(S=320\) and \(N=64\), the open-band condition gives \(\mu=0.00403\) eV and \(f=0.8352\). The estimate uses \(D=640\times0.025852/0.20=82.7\):

\[
f_{\rm cell}-f\approx-\frac{0.8352\times0.1648}{2\times82.7}=-0.00083 .
\]

Direct canonical counting gives \(f_{\rm cell}=0.8343\), a difference of \(-0.00084\). For \(S=40\), 80 and 160 the counted differences are \(-0.00680\), \(-0.00337\) and \(-0.00168\). Each doubling of the cell reduces the difference by a factor between 2.00 and 2.02, as the \(1/S\) law requires.

This count also checks the electron-number factor of part (a), since it uses a fixed total electron number and does not assume \(e^{\mu N_s/kT}\). The energy factor \(e^{-E_s/kT}\) is taken as given. With \(g=1\) the predicted occupation would be 0.717, far from the counted 0.834, and enlarging the cell would not remove that discrepancy.

The \(1/S\) deviation found here comes from comparing a cell of fixed electron number with an open system at a chosen \(\mu\). A supercell calculation of \(E_D\) has further size errors, such as the interaction of a charged defect with its periodic images. Those alter the energy \(E_D\) and must be treated separately; they do not replace the spin factor. The numerical output lists the values used in parts (e) to (g).

## Calculated quantities

```
temperature: 300 K
thermal energy kT: 0.025852 eV
donor energy E_D: -0.10 eV
chemical potential mu: -0.15 eV
repulsion U: 0.50 eV
x = (E_D - mu)/kT: 1.9341
exp(x): 6.9177
exp(-x): 0.1446
probability empty, from density matrix: 0.7757
probability spin down: 0.1121
probability spin up: 0.1121
probability doubly occupied: 6.5e-11
occupation f from formula: 0.2243
ionized fraction 1 - f: 0.7757
wrong occupation without one half: 0.1263
mu (eV), mean number from density matrix, formula f:
  -0.20  0.0401  0.0401
  -0.15  0.2243  0.2243
  -0.10  0.6667  0.6667
  -0.05  0.9326  0.9326
mu at half occupation, by root search: -0.11792 eV
kT ln 2: 0.01792 eV
mean number at U = 0, same mu: 0.2526
mean number at mu = E_D + U = 0.40 eV: 1.3333
splitting/kT, prefactor relative to the lower spin level:
  0  0.50000
  1  0.73106
  10  0.99995
closed cell: band from 0 to 0.20 eV, donor at -0.02 eV
band levels, electrons, mu (eV), counted f, formula f, difference:
  40  8  0.00405  0.82847  0.83527  -0.00680
  80  16  0.00404  0.83183  0.83519  -0.00337
  160  32  0.00403  0.83350  0.83517  -0.00168
  320  64  0.00403  0.83433  0.83517  -0.00084
largest cell, formula without one half: 0.71699
difference ratio at each doubling: 2.018, 2.010, 2.005
```
